# Direct Rashba spin-orbit interaction of a cylindrical hole wire, part 1

(Sections cited here and not found follow in the second part.)

## First half: the subbands and their couplings

### 1. The result

A hole moves freely along the axis $z$ of a cylindrical wire of radius $R$, and a uniform electric field $E$ points along $x$, across the wire. For the band parameters used here, which resemble those of germanium, the two lowest subbands at $k_z=0$ and $E=0$ are Kramers pairs $g_\pm$ and $e_\pm$, with $g$ below $e$ by a small gap $\Delta$. Motion along the wire couples them with strength $Ck_z$. The field couples them through an electric dipole of length $U$. Together the two couplings give the lowest pair a spin-dependent energy linear in $k_z$,

$$H_R=\alpha k_z\sigma_y,\qquad \alpha=\frac{2C\,eEU}{\sqrt{\Delta^2+4(eEU)^2}}, \tag{1}$$

where $\sigma_y$ acts on the two states of the pair. In a weak field, $2eEU\ll\Delta$,

$$\alpha\simeq\frac{2CU}{\Delta}\,eE. \tag{2}$$

This is the direct Rashba interaction. The energy gap to the conduction band does not appear in it, because the valence band alone supplies both couplings.

Equation (1) is the slope at $k_z=0$ within the space of the four states $g_\pm,e_\pm$. Higher subbands correct it. The constants $\Delta$, $C$ and $U$ are derived below for a hard wall and an isotropic valence band.

### 2. Hamiltonian and assumptions

Hole energies are counted upward and the hole has charge $+e$ with $e>0$. The top of the valence band is described by a spin $J=3/2$ and the spherical Luttinger Hamiltonian

$$H=\frac{\hbar^2}{2m}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right], \tag{3}$$

with $m$ the free-electron mass, $\mathbf k=-i\nabla$ and $\mathbf J$ dimensionless. The cubic anisotropy of the crystal, the split-off band and strain are left out here; their sizes are given in section 13. The wave function vanishes at $r=R$. The field adds $-eEx$, where $E$ is the field inside the wire.

Until the worked example, lengths are in units of $R$ and energies in units of $\hbar^2/(mR^2)$. The prefactor in (3) is then $1/2$.

With $k_\pm=k_x\pm ik_y$ and $J_\pm=J_x\pm iJ_y$,

$$\mathbf k\cdot\mathbf J=T+k_zJ_z,\qquad T=\tfrac12(k_-J_++k_+J_-). \tag{4}$$

The needed elements of $J_+$ are
$$J_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle,\quad J_+|-\tfrac12\rangle=2|\tfrac12\rangle,\quad J_+|-\tfrac32\rangle=\sqrt3|-\tfrac12\rangle .$$

Squaring (4) gives three parts of $H$: one without $k_z$, one linear in it and one quadratic.

**The part without $k_z$.** Since $k_+$ and $k_-$ commute,

$$T^2=\tfrac14\left[k_-^2J_+^2+k_+^2J_-^2+k_\perp^2(J_+J_-+J_-J_+)\right],$$

with $k_\perp^2=k_x^2+k_y^2$. The last bracket is $2(J^2-J_z^2)=2(\tfrac{15}{4}-J_z^2)$. It equals 7 for $J_z=\pm\frac12$ and 3 for $J_z=\pm\frac32$. The diagonal elements of $H$ are therefore

$$\begin{aligned}
J_z=\pm\tfrac12:&\quad \tfrac12\left(\gamma_1+\tfrac52\gamma-\tfrac72\gamma\right)k_\perp^2=\tfrac12(\gamma_1-\gamma)k_\perp^2,\\
J_z=\pm\tfrac32:&\quad \tfrac12\left(\gamma_1+\tfrac52\gamma-\tfrac32\gamma\right)k_\perp^2=\tfrac12(\gamma_1+\gamma)k_\perp^2.
\end{aligned} \tag{5}$$

The off-diagonal elements change $J_z$ by two. From $J_+^2|-\frac32\rangle=2\sqrt3|\frac12\rangle$ and $J_+^2|-\frac12\rangle=2\sqrt3|\frac32\rangle$, both raising elements are

$$-\gamma\cdot\tfrac14\cdot2\sqrt3\,k_-^2=-\tfrac{\sqrt3}{2}\gamma k_-^2. \tag{6}$$

The total angular momentum $F_z=L_z+J_z$ is conserved. An envelope $e^{im\varphi}$ has $L_z=m$. For $F_z=\frac12$ the states at $k_z=0$ fall into two uncoupled sets:

- $|\frac12\rangle$ with $m=0$ and $|-\frac32\rangle$ with $m=2$, which contains $g_+$;
- $|\frac32\rangle$ with $m=-1$ and $|-\frac12\rangle$ with $m=1$, which contains $e_+$.

The first set is even and the second odd under $(x,y)\to(-x,-y)$ acting on the envelope. The field and the part of $H$ linear in $k_z$ both change this parity, so both can connect $g$ with $e$.

### 3. Cylindrical waves

In polar coordinates $k_\pm=-ie^{\pm i\varphi}(\partial_r\pm\frac ir\partial_\varphi)$. The Bessel relation $J_m'(z)\mp\frac mzJ_m(z)=\mp J_{m\pm1}(z)$ gives

$$k_\pm\left[J_m(\kappa r)e^{im\varphi}\right]=\pm i\kappa J_{m\pm1}(\kappa r)e^{i(m\pm1)\varphi}. \tag{7}$$

Bessel functions carry an integer index and an argument, which distinguishes them from the spin components.

Take the first set, with envelopes $aJ_0(\kappa r)$ and $bJ_2(\kappa r)e^{2i\varphi}$. Two applications of (7) give $k_-^2J_2e^{2i\varphi}=(-i\kappa)^2J_0=-\kappa^2J_0$, and likewise $k_+^2J_0=-\kappa^2J_2e^{2i\varphi}$. The minus sign cancels the one in (6), and $H$ acts on $(a,b)$ as

$$\frac{\kappa^2}{2}\begin{pmatrix}\gamma_1-\gamma&\sqrt3\gamma\\ \sqrt3\gamma&\gamma_1+\gamma\end{pmatrix}. \tag{8}$$

Its eigenvalues are $\frac12\kappa^2(\gamma_1\mp\sqrt{\gamma^2+3\gamma^2})=\frac12\kappa^2(\gamma_1\mp2\gamma)$. The smaller eigenvalue belongs to the heavy hole and the larger one to the light hole:

$$\begin{aligned}
\text{heavy: }&E=\tfrac12(\gamma_1-2\gamma)\kappa_h^2,\quad (a,b)\propto(\sqrt3,-1),\\
\text{light: }&E=\tfrac12(\gamma_1+2\gamma)\kappa_l^2,\quad (a,b)\propto(1,\sqrt3).
\end{aligned} \tag{9}$$

At a given energy the two wave numbers differ, with $\kappa_l/\kappa_h=\sqrt{(\gamma_1-2\gamma)/(\gamma_1+2\gamma)}$.

### 4. The state $g$: the wall mixes heavy and light holes

The regular solution at energy $E$ is a sum of one heavy and one light wave,

$$g_+=\phi_0(r)|\tfrac12\rangle+\phi_2(r)e^{2i\varphi}|-\tfrac32\rangle, \tag{10}$$
$$\phi_0=\sqrt3c_hJ_0(\kappa_hr)+c_lJ_0(\kappa_lr),\qquad \phi_2=-c_hJ_2(\kappa_hr)+\sqrt3c_lJ_2(\kappa_lr). \tag{11}$$

Both components must vanish at $r=1$. These two linear equations for $c_h,c_l$ have a nonzero solution when their determinant vanishes:

$$3J_0(\kappa_h)J_2(\kappa_l)+J_0(\kappa_l)J_2(\kappa_h)=0. \tag{12}$$

The lowest root gives $E_g$. The first wall equation fixes $c_h/c_l=-J_0(\kappa_l)/[\sqrt3J_0(\kappa_h)]$, and $2\pi\int_0^1r(\phi_0^2+\phi_2^2)dr=1$ fixes the size, with $c_l>0$. The weight of the $|-\frac32\rangle$ component is $w=2\pi\int_0^1r\phi_2^2dr$.

A heavy wave alone cannot satisfy both wall equations, since $J_0$ and $J_2$ have no common positive zero. The mixing of heavy and light holes in $g$ is thus forced by the wall.

### 5. The state $e$: a pure heavy hole

For the second set use the envelopes $aJ_{-1}(\kappa r)e^{-i\varphi}$ and $bJ_1(\kappa r)e^{i\varphi}$. Equation (7) again gives $k_-^2J_1e^{i\varphi}=-\kappa^2J_{-1}e^{-i\varphi}$. The matrix is (8) with its diagonal elements exchanged, because the first component now has $J_z=\frac32$. The heavy vector is $(-1,\sqrt3)$ and the light one $(\sqrt3,1)$. With $J_{-1}=-J_1$ the wall equations read

$$\begin{aligned}
c_hJ_1(\kappa_h)-\sqrt3c_lJ_1(\kappa_l)&=0,\\
\sqrt3c_hJ_1(\kappa_h)+c_lJ_1(\kappa_l)&=0.
\end{aligned}$$

Their determinant is $J_1(\kappa_h)J_1(\kappa_l)+3J_1(\kappa_h)J_1(\kappa_l)=4J_1(\kappa_h)J_1(\kappa_l)$. Both components carry the same Bessel function up to sign, so one wave can satisfy both conditions. The lowest solution is purely heavy:

$$E_e=\tfrac12(\gamma_1-2\gamma)j^2,\qquad J_1(j)=0,\quad j=3.83171, \tag{13}$$
$$e_+=\tfrac12u(r)\left[e^{-i\varphi}|\tfrac32\rangle+\sqrt3e^{i\varphi}|-\tfrac12\rangle\right],\qquad u=NJ_1(jr). \tag{14}$$

The gap is $\Delta=E_e-E_g=\frac12(\gamma_1-2\gamma)(j^2-\kappa_h^2)$, with $\kappa_h$ from (12).

These formulas solve $F_z=\pm\frac12$. That no other $F_z$ lies lower was tested for $(\gamma_1,\gamma)=(13,5)$ and $(10,3.5)$: a diagonalization of (3) in polynomials on the disc, without assuming $F_z$, gave $E_g,E_g,E_e,E_e$ as its four lowest levels. This order is not general. At a small ratio $\gamma/\gamma_1$, such as 0.23, a pair with $F_z=\pm\frac32$ lies between $g$ and $e$. At larger ratios $e$ lies below $g$. This is the case at 0.45 and already at 0.39, just above the ratio $5/13=0.385$ of the first parameter set. The small gap of that set reflects how close it lies to this crossing.

### 6. One integral for both couplings

Both couplings need $I(\kappa)=\int_0^1rJ_1(jr)J_1(\kappa r)dr$. Put $a=J_1(jr)$ and $b=J_1(\kappa r)$. Bessel's equation reads $(ra')'=a/r-j^2ra$ and $(rb')'=b/r-\kappa^2rb$. Multiply the second by $a$, the first by $b$, and subtract:

$$(j^2-\kappa^2)I=\int_0^1\left[a(rb')'-b(ra')'\right]dr=\left[r(ab'-ba')\right]_0^1=-jJ_0(j)J_1(\kappa).$$

The last step uses $a(1)=0$ and $J_1'(j)=J_0(j)$. As $J_0(j)<0$,

$$I(\kappa)=|J_0(j)|S(\kappa),\qquad S(\kappa)=\frac{jJ_1(\kappa)}{j^2-\kappa^2}. \tag{15}$$

For $\kappa\to j$, $J_1(\kappa)\simeq J_0(j)(\kappa-j)$ and $j^2-\kappa^2\simeq-2j(\kappa-j)$, so $I(j)=\frac12J_0(j)^2$. The density of (14) is $u^2(\frac14+\frac34)=u^2$. Normalization, $2\pi N^2I(j)=1$, gives $N=1/(\sqrt\pi|J_0(j)|)$ and hence $NI(\kappa)=S(\kappa)/\sqrt\pi$.

### 7. Coupling by motion along the wire

The cross terms of $(T+k_zJ_z)^2$ give

$$H_1=-\gamma k_z(J_zT+TJ_z)=-\frac{\gamma k_z}{2}\left[k_-\{J_z,J_+\}+k_+\{J_z,J_-\}\right], \tag{16}$$

with $\{A,B\}=AB+BA$. An element of $\{J_z,J_+\}$ is the sum of the two $J_z$ values times the element of $J_+$. It is $2\sqrt3$ for $\frac12\to\frac32$, zero for $-\frac12\to\frac12$, and $-2\sqrt3$ for $-\frac32\to-\frac12$. Acting on $g_+$, $H_1$ therefore gives $-\sqrt3\gamma k_zk_-\phi_0$ in $|\frac32\rangle$ and $+\sqrt3\gamma k_zk_-(\phi_2e^{2i\varphi})$ in $|-\frac12\rangle$.

The derivatives are $k_-\phi_0=-ie^{-i\varphi}\phi_0'$ and $k_-(\phi_2e^{2i\varphi})=-ie^{i\varphi}(\phi_2'+2\phi_2/r)$. Projection on (14) yields

$$\langle e_+|H_1|g_+\rangle=-i\sqrt3\gamma k_z\,2\pi\int_0^1r\,\frac u2\left[-\phi_0'+\sqrt3\left(\phi_2'+\frac{2\phi_2}{r}\right)\right]dr. \tag{17}$$

Insert (11), using $J_0'=-J_1$ and $J_2'(z)+2J_2(z)/z=J_1(z)$:

$$\begin{aligned}
-\phi_0'&=\sqrt3c_h\kappa_hJ_1(\kappa_hr)+c_l\kappa_lJ_1(\kappa_lr),\\
\sqrt3(\phi_2'+2\phi_2/r)&=-\sqrt3c_h\kappa_hJ_1(\kappa_hr)+3c_l\kappa_lJ_1(\kappa_lr).
\end{aligned}$$

The heavy waves cancel and $4c_l\kappa_lJ_1(\kappa_lr)$ remains. With $NI=S/\sqrt\pi$,

$$\langle e_+|H_1|g_+\rangle=-iCk_z,\qquad C=4\sqrt{3\pi}\,\gamma c_l\kappa_lS(\kappa_l). \tag{18}$$

The coupling depends on the light-hole part of $g$. If the wall did not mix a light wave into $g$, $C$ would vanish.

## Second half: the dipole, the spin splitting and an example

### 8. What is carried over

Lengths are in units of $R$ and energies in $\hbar^2/(mR^2)$. The states at $k_z=0$ are

$$g_+=\phi_0|\tfrac12\rangle+\phi_2e^{2i\varphi}|-\tfrac32\rangle,\qquad e_+=\tfrac u2\left[e^{-i\varphi}|\tfrac32\rangle+\sqrt3e^{i\varphi}|-\tfrac12\rangle\right],$$

with energies $E_g$ and $E_e=E_g+\Delta$. The radial functions $\phi_0,\phi_2$ of (11) contain a heavy wave (amplitude $c_h$, wave number $\kappa_h$) and a light wave ($c_l,\kappa_l$). The weight of $|-\frac32\rangle$ in $g_+$ is $w$. The function $u=NJ_1(jr)$ has $J_1(j)=0$, and $N\int_0^1rJ_1(jr)J_1(\kappa r)dr=S(\kappa)/\sqrt\pi$ with $S(\kappa)=jJ_1(\kappa)/(j^2-\kappa^2)$. The part $H_1$ of the Hamiltonian linear in $k_z$ has the element $\langle e_+|H_1|g_+\rangle=-iCk_z$.

### 9. The electric dipole between the subbands

Time reversal $\Theta$ conjugates the envelope and maps $|J_z\rangle$ to $(-1)^{3/2-J_z}|-J_z\rangle$. The partner states are $g_-=\Theta g_+$ and $e_-=\Theta e_+$:

$$g_-=-\phi_0|-\tfrac12\rangle-\phi_2e^{-2i\varphi}|\tfrac32\rangle,\qquad e_-=\tfrac u2\left[e^{i\varphi}|-\tfrac32\rangle+\sqrt3e^{-i\varphi}|\tfrac12\rangle\right]. \tag{19}$$

The coordinate $x=r\cos\varphi$ leaves $J_z$ alone and changes $m$ by one. It therefore connects $g_+$ with $e_-$, which contain the same two spin components, and not with $e_+$. Both angular integrals equal $\int_0^{2\pi}e^{i\varphi}\cos\varphi\,d\varphi=\pi$, so

$$U=\langle e_-|x|g_+\rangle=\frac\pi2\int_0^1r^2u\,(\sqrt3\phi_0+\phi_2)\,dr. \tag{20}$$

The bracket is $c_h(3J_0-J_2)(\kappa_hr)+\sqrt3c_l(J_0+J_2)(\kappa_lr)$. Use $J_0+J_2=2J_1(z)/z$ and $J_0-J_2=2J_1'(z)$. Then $3J_0-J_2=(J_0+J_2)+2(J_0-J_2)=2J_1(z)/z+4J_1'(z)$. Under the integral, $r^2J_1(\kappa r)/(\kappa r)=rJ_1(\kappa r)/\kappa$ gives $S/\kappa$, and $r^2J_1'(\kappa r)=r\,\partial_\kappa J_1(\kappa r)$ gives $S'$, the derivative of $S$. Hence

$$U=\sqrt\pi\left\{c_h\left[\frac{S(\kappa_h)}{\kappa_h}+2S'(\kappa_h)\right]+\sqrt3c_l\frac{S(\kappa_l)}{\kappa_l}\right\}. \tag{21}$$

The two lowest subband pairs, the gap $\Delta$ between them, their coupling $C$ by motion along the wire and their electric dipole $U$ are now known. It remains to combine them in a four-state Hamiltonian, derive the Rashba coefficient (1), and examine a numerical example and the effects the model leaves out.
